\section*{Coherency modulus of copper for composition waves along 100 and 111}

\section{Problem}

Interdiffusion in a coherent alloy can be described as the growth or decay of composition waves. Atoms of different size strain the lattice, so each wave carries elastic energy. Consider a plane wave $\delta c(\mathbf x\cdot\mathbf n)$ of zero mean in a cubic crystal, with unit normal $\mathbf n$. A small region free of its surroundings would change its lattice parameter $a$ by the isotropic strain
\begin{equation}
\varepsilon_0=\eta\,\delta c,\qquad \eta=\frac{d\ln a}{dc}.
\end{equation}
The coherency modulus $Y(\mathbf n)$ is defined through the elastic energy per volume,
\begin{equation}
w=Y(\mathbf n)\,\eta^2\,\delta c^2 .
\label{eq:def}
\end{equation}
Take linear elasticity, uniform elastic constants, no dislocations and zero mean external stress. For copper use the rough room-temperature values $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa.

(a) Estimate $Y_{100}$ and $Y_{111}$ by scaling. (b) Find them exactly within these assumptions, and show that $Y_{111}>2Y_{100}$. (c) For a copper-rich alloy, find how far elasticity lowers the temperature at which long waves become unstable.

The two directions are compared at equal $\eta$ and equal composition profile. The elastic penalty means the energy (\ref{eq:def}), not the total free energy.

\section{First estimate by scaling}

Coherency holds the lattice planes in register, so a region that wants to expand cannot do so within the plane. Relative to its stress-free state, its in-plane elastic strain is $-\varepsilon_0$. It can still expand along $\mathbf n$. If changing the volume costs much more than changing the shape, the elastic strain keeps the volume fixed:
\begin{equation}
e=\varepsilon_0\,(3\,\mathbf n\otimes\mathbf n-I),\qquad \operatorname{tr}e=0 .
\end{equation}
The energy is then proportional to a shear modulus, and the direction decides which one.

For $\mathbf n=[100]$ the strain is diagonal, $(2,-1,-1)\varepsilon_0$. The squares sum to $6\varepsilon_0^2$ and the products of pairs to $(-2-2+1)\varepsilon_0^2=-3\varepsilon_0^2$, so
\begin{equation}
w=\tfrac12C_{11}(6\varepsilon_0^2)+C_{12}(-3\varepsilon_0^2)
=3(C_{11}-C_{12})\varepsilon_0^2=6C'\varepsilon_0^2,
\end{equation}
where $C'=(C_{11}-C_{12})/2$. For $\mathbf n=[111]/\sqrt3$ the diagonal elements vanish and each off-diagonal element equals $\varepsilon_0$. The three engineering shears are $2\varepsilon_0$, and
\begin{equation}
w=\tfrac12C_{44}\,3(2\varepsilon_0)^2=6C_{44}\varepsilon_0^2 .
\end{equation}
With $C_{11}-C_{12}=47$ GPa, the estimates are
\begin{equation}
Y_{100}\approx 3(47)=141\ \text{GPa},\qquad
Y_{111}\approx 6(75)=450\ \text{GPa}.
\end{equation}
Their ratio is the Zener ratio $A=C_{44}/C'=3.19$. Each modulus is an upper bound, because the trial strain is allowed but has not been minimised. The ratio of two upper bounds is not itself a bound, so the inequality is not yet proved.

\section{Exact solution}

\subsection{Strain and energy}

Measure displacements from the lattice of the mean composition. With uniform elastic constants, different Fourier components of the displacement do not mix in the energy. The misfit drives only components that vary along $\mathbf n$; any others would add energy. The total strain is therefore $E+\operatorname{sym}(\mathbf n\otimes\mathbf q)$, where $E$ is homogeneous and $\mathbf q$ is the derivative of the displacement along $\mathbf n$, with zero mean. On averaging, the terms that couple $E$ to $\mathbf q$ or $\varepsilon_0$ vanish. What remains of $E$ is the positive energy $\frac12E:C:E$, so the minimum has $E=0$. The elastic strain is
\begin{equation}
e=\operatorname{sym}(\mathbf n\otimes\mathbf q)-\varepsilon_0I .
\end{equation}

A cubic crystal responds to uniform dilation with a pressure: $C:I=S\,I$, where $S=C_{11}+2C_{12}$. Hence $I:C:I=3S$. With $\Gamma_{ik}=C_{ijkl}n_jn_l$, the energy $w=\frac12e:C:e$ becomes
\begin{equation}
w=\tfrac12\mathbf q\cdot\Gamma\mathbf q
-S\varepsilon_0\,\mathbf n\cdot\mathbf q+\tfrac32S\varepsilon_0^2 .
\end{equation}
Setting the derivative with respect to $\mathbf q$ to zero gives
\begin{equation}
\Gamma\mathbf q=S\varepsilon_0\mathbf n .
\label{eq:traction}
\end{equation}
The traction on a plane normal to $\mathbf n$ is $\Gamma\mathbf q-S\varepsilon_0\mathbf n$, so (\ref{eq:traction}) says that this traction vanishes. Since $\mathbf q$ is proportional to $\varepsilon_0$, it has zero mean, as required. Inserting $\mathbf q=S\varepsilon_0\Gamma^{-1}\mathbf n$, the quadratic term is half the size of the linear one and of opposite sign, and
\begin{equation}
Y(\mathbf n)=\tfrac12\left[3S-S^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n\right].
\label{eq:general}
\end{equation}

\subsection{The two directions}

For cubic symmetry,
\begin{equation}
\Gamma_{ii}=C_{11}n_i^2+C_{44}(1-n_i^2),\qquad
\Gamma_{ij}=(C_{12}+C_{44})n_in_j\quad(i\ne j),
\end{equation}
without summation. Along 100, $\Gamma\mathbf n=C_{11}\mathbf n$. Along 111, the diagonal elements are $(C_{11}+2C_{44})/3$ and the others $(C_{12}+C_{44})/3$. Each row sums to the same value, so $\mathbf n$ is again an eigenvector. The longitudinal moduli are
\begin{equation}
L_{100}=C_{11},\qquad
L_{111}=\frac{C_{11}+2C_{12}+4C_{44}}3=\frac{S+4C_{44}}3 .
\end{equation}
In both cases $\mathbf n\cdot\Gamma^{-1}\mathbf n=1/L$, and (\ref{eq:general}) reduces to
\begin{equation}
Y=\frac S2\left(3-\frac SL\right)=\frac{S(3L-S)}{2L}.
\end{equation}
For 100, $3L-S=2(C_{11}-C_{12})$. For 111, $3L-S=4C_{44}$. Therefore
\begin{align}
Y_{100}&=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}},\\
Y_{111}&=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .
\end{align}

With $S=410$ GPa,
\begin{align}
Y_{100}&=\frac{410\times47}{168}=114.7\ \text{GPa},\\
Y_{111}&=\frac{6\times75\times410}{710}=259.9\ \text{GPa}.
\end{align}
The ratio is $2.27$, which proves the inequality for these constants. A numerical minimisation for a cosine wave, with all three displacement components at each point of the wave and all homogeneous strains left free, gives the same two moduli. In a scan of 2000 random directions, every value of (\ref{eq:general}) lies between $Y_{100}$ and $Y_{111}$.

\subsection{Stress}

Both directions are symmetry axes of order three or higher, so the in-plane stress is equal in all in-plane directions. With zero normal traction, $\sigma=s(I-\mathbf n\otimes\mathbf n)$. Here $\mathbf q=(S\varepsilon_0/L)\mathbf n$, and the trace fixes $s$:
\begin{equation}
2s=\operatorname{tr}\sigma=S\operatorname{tr}e
=S\varepsilon_0\left(\frac SL-3\right)=-2Y\varepsilon_0 .
\end{equation}
Thus $s=-Y\eta\,\delta c$: a region that wants to expand is compressed in the plane. The two in-plane strains are $-\varepsilon_0$, so $\frac12\sigma:e=\frac12(2)(-Y\varepsilon_0)(-\varepsilon_0)=Y\varepsilon_0^2$, in agreement with (\ref{eq:def}).

\section{Comparison of estimate and exact result}

Since $S+4C'=3C_{11}$, both exact moduli have one form:
\begin{equation}
Y=\frac{6\mu}{1+4\mu/S},\qquad
\mu=\begin{cases}C',&100,\\ C_{44},&111.\end{cases}
\label{eq:common}
\end{equation}
The numerator is the scaling estimate. The denominator is the relief gained by letting the volume change. It equals $1+94/410=1.23$ for 100 and $1+300/410=1.73$ for 111. Relative to the exact values, the estimates are therefore 23\% and 73\% too high. The stiffer direction gains more from the relief, which lowers the ratio from 3.19 to 2.27.

Two limits follow from (\ref{eq:common}). If $S\gg4\mu$ for both shear moduli, the ratio tends to $A$. If $S\ll4\mu$, both moduli tend to $3S/2$ and the ratio tends to one. For an isotropic crystal $C_{44}=C'$, and the ratio is one at any $S$. Because $Y$ increases with $\mu$, 111 costs more than 100 when $A>1$ and less when $A<1$.

Anisotropy with $A>1$ does not by itself guarantee a factor of two. Writing $D=C_{11}-C_{12}$, the condition $Y_{111}>2Y_{100}$ is
\begin{equation}
\frac{6C_{44}}{S+4C_{44}}>\frac{2D}{C_{11}}
\;\Longleftrightarrow\;
C_{44}(3C_{11}-4D)>DS .
\end{equation}
For copper's $C_{11}$ and $C_{12}$ the bracket is positive, $504-188=316$ GPa, and the condition becomes
\begin{equation}
C_{44}>\frac{47\times410}{316}=61\ \text{GPa}.
\end{equation}
Copper's 75 GPa satisfies it. When the three constants are varied independently in steps of 1 GPa up to $\pm2$ GPa, the ratio runs from 2.09 to 2.48. The result thus survives input changes of that size, although even its first decimal is uncertain.

\section{Effect on a copper-rich alloy}

Take $|\eta|=0.025$, $a=0.36$ nm, mean solute fraction $c_0=0.20$, and a sinusoidal wave of amplitude $0.10$ and wavelength 3 nm. These are rough values in the regime of copper--nickel. The mean of $\delta c^2$ is half the squared amplitude, so along 100
\begin{equation}
\langle w\rangle=\tfrac12(114.7\ \text{GPa})(0.025)^2(0.10)^2
=0.36\ \text{MJ/m}^3,
\end{equation}
against $0.81$ MJ/m$^3$ along 111. The peak biaxial stresses $Y|\eta|(0.10)$ are 0.29 and 0.65 GPa.

For the chemical free energy use a regular solution with a model critical temperature $T_c=600$ K. Per atom,
\begin{equation}
\frac fk=T\left[c\ln c+(1-c)\ln(1-c)\right]+2T_cc(1-c).
\end{equation}
Its curvature is $T/[c(1-c)]-4T_c$. The elastic energy per atom, $\Omega Y\eta^2(c-c_0)^2$ with $\Omega=a^3/4$, adds $2\Omega Y\eta^2/k$. A long wave becomes unstable when the total curvature vanishes at $c_0$:
\begin{equation}
T=4T_cc_0(1-c_0)-\Delta T,\qquad
\Delta T=\frac{2\eta^2Y\Omega\,c_0(1-c_0)}k .
\end{equation}
Without elasticity $T=4(600)(0.16)=384$ K. With $\Omega=0.01166$ nm$^3$, $\Delta T$ is 19 K along 100 and 44 K along 111, which gives instability at 365 and 340 K. Between these temperatures, long 100 waves grow in the model while long 111 waves decay. These temperatures belong to the symmetric model, not to the real alloy. The miscibility gap of copper--nickel is skewed toward nickel, and at 20\% nickel the chemical instability lies much lower, very roughly near 200 K. The shifts $\Delta T$ do not depend on the chemical model. The result also concerns stability, not speed: ordinary lattice diffusion in copper--nickel is far too slow even at 384 K for such growth to be observed.

At a wavelength of 3 nm the composition gradient also matters. Let the term $2T_cc(1-c)$ come from pair interactions between nearest neighbours. Each atom then interacts with the composition at its neighbours' sites instead of at its own, so the chemical term $4T_c$ in the curvature is multiplied by the average of $\cos(\mathbf k\cdot\mathbf R)$ over the twelve neighbour vectors $\mathbf R$, where $\mathbf k$ is the wave vector. This lowers the instability by a further 18 K in either direction, to about 347 and 322 K. The shift is nearly as large as the elastic one along 100, but it hardly changes the difference between directions.

The elastic constants of a real alloy also differ from those of copper at room temperature. Suppose heating from room temperature to 384 K softens $C_{44}$ by 3.6\%, while alloying stiffens $D$ by 10\% at fixed $S$. These assumed changes both act against the inequality, and the ratio falls to 2.05. With $S$ and $C_{44}$ kept at copper's values, the ratio reaches two when $3D/(1+2D/S)=259.9/2$ GPa, that is at $D\approx55$ GPa, a rise of about 17\%. Scaling all three constants by one factor leaves the ratio unchanged, so stiffness alone does not matter; the relative changes of the constants do. Nickel is less anisotropic than copper ($A\approx2.5$), and its ratio is about 1.8, below two. A linear interpolation of rough constants to 20\% nickel raises $D$ by 20\% or slightly more, beyond the 10\% assumed above, but also raises $C_{44}$ by about 13\%, which leaves the ratio near 2.1. The factor of two shown here thus belongs to copper's constants and must be evaluated again for a given alloy.

Coherency can also fail. A dislocation laid down over a layer of thickness $h$ gains work of order $\sigma bh$ per length and costs about $Gb^2/2$, so $h\sim Gb/(2\sigma)$. With $b=0.255$ nm, $G=41$ GPa for shear on a 111 plane with all other strains held at zero, and the peak stresses above, $h$ is roughly 18 nm for the 100 wave and 8 nm for the 111 wave. These values use the full biaxial stress; the part resolved on a slip system is smaller, which would make both lengths larger. Both already exceed the half wavelength of 1.5 nm, which supports the coherent treatment here. For much longer waves of the same amplitude, dislocations can relieve the misfit, and the energy (\ref{eq:def}) then overstates the penalty.

\section*{Numbers as computed}
\begin{verbatim}
Input C11, C12, C44: 168, 121, 75 GPa
C11+2C12: 410 GPa;  C11-C12: 47 GPa
Zener ratio A: 3.191
Longitudinal modulus L100: 168.0 GPa
Longitudinal modulus L111: 236.7 GPa
Y100 formula: 114.70 GPa; relaxed wave: 114.70 GPa
Y111 formula: 259.86 GPa; relaxed wave: 259.86 GPa
Ratio Y111/Y100: 2.266
Direction scan, lowest and highest Y: 114.85, 259.71 GPa
Isotropic C44: 23.5 GPa; ratio there: 1.000
C44 needed for ratio 2: 60.98 GPa
Zener ratio at that C44: 2.595
Input shifts of up to 2 GPa: ratio 2.086 to 2.477
Misfit eta: 0.025; mean fraction: 0.2; amplitude: 0.1
Lattice parameter: 0.36 nm; wavelength: 3.0 nm
Atomic volume: 0.01166 nm^3
Model critical temperature: 600 K
Spinodal temperature without elasticity: 384.0 K
[100] mean elastic energy density: 0.358 MJ/m^3
[100] peak biaxial stress: 0.287 GPa
[100] elastic drop of spinodal: 19.4 K
[100] long-wave coherent spinodal: 364.6 K
[100] neglected gradient-energy drop: 18.0 K
[100] neglected plane discreteness: 1.18 %
[100] coherency-loss length, rough: 18.1 nm
[111] mean elastic energy density: 0.812 MJ/m^3
[111] peak biaxial stress: 0.650 GPa
[111] elastic drop of spinodal: 43.9 K
[111] long-wave coherent spinodal: 340.1 K
[111] neglected gradient-energy drop: 17.9 K
[111] neglected plane discreteness: 1.57 %
[111] coherency-loss length, rough: 8.0 nm
Half wavelength: 1.5 nm
Shear modulus on 111 plane: 40.7 GPa; Burgers: 0.255 nm
Assumed softening: 4e-04 per K from 295 K
Assumed stiffening: 0.5 per unit solute fraction
Thermal softening: 3.6 %; alloy stiffening: 10.0 %
Ratio with both in the least favourable way: 2.054
\end{verbatim}
